Why truncated cubic force constants can overdamp long acoustic waves

**Question.** A lattice calculation cuts off the cubic force constants at some distance. The discarded constants are small, yet the computed scattering rate of long acoustic waves grows as the wavevector q goes to zero, when it should fall. Why can such a small error do this, when does it happen, and below which wavevector does it matter?

**Answer.**

**What a long wave does to the other phonons**

Let u(i) be the displacement of atom i. The cubic part of the lattice energy is

E₃ = (1/6) Σ Φ_αβγ(i,j,k) u_α(i) u_β(j) u_γ(k),

summed over atoms and Cartesian indices. Displace the whole crystal rigidly by a, so that u(i) becomes u(i) + a. The part of E₃ linear in a is

(1/2) Σ a_α S_αβγ(j,k) u_β(j) u_γ(k), with S_αβγ(j,k) = Σ_i Φ_αβγ(i,j,k).

The factor 1/2 is 1/6 times the three places where a can stand. No other order of the energy gives a term linear in a and quadratic in u. A rigid displacement costs no energy whatever the u are, so

S_αβγ(j,k) = 0.

This is the translational sum rule. If it fails, S acts as a change of the harmonic force constants caused by a mere shift of the crystal: every phonon frequency may then depend on where the crystal sits. An acoustic wave of long wavelength is locally such a shift, and the other phonons scatter from the false frequency changes it carries.

**The matrix element when the sum rule holds**

A phonon has the pattern w_b exp(ik·x), where b labels the atom in the cell and Σ_b M_b|w_b|² = 1. Consider the process in which an acoustic phonon q and a phonon k merge into k+q. With N cells, its cubic element is

V = (1/N) Σ Φ_αβγ(i,j,k) w_α(i) w′_β(j) w″*_γ(k),

where unprimed, primed and double-primed quantities belong to q, k and k+q, and each w(i) includes its phase.

For small q both atoms of the cell move together. Normalization then gives w_b → û/√M_c, where û is the polarization and M_c the mass of the cell. Relative to atom j, the wave has the phase

exp[iq·(x_i − x_j)] = 1 + iq·(x_i − x_j) + …

The first term multiplies S and vanishes. The second is linear in q, as is the small relative motion of the sublattices. This expansion assumes forces of short enough range for the first moment to exist.

The linear coefficient has a direct meaning. A displacement û U exp(iq·x) has the local strain η = iqU. Let the phonon keep its phase from cell to cell, so that its wavevector deforms with the crystal. Perturbation theory then turns the change of the force constants into a change of ω′², and for a non-degenerate mode

|V| → q |dω′²/dη| / √M_c.

If the strain pushes the sublattices apart, they must be allowed to relax, because an acoustic wave is slow enough for them to follow. For the transverse wave used below, symmetry leaves nothing to relax. Static tension is taken as zero.

**The matrix element when the sum rule fails**

Now the first term survives. Under a shift u along û the harmonic equation contains the extra matrix uS. Multiplying it by w′* and using the normalization gives dω′²/du = w′*(S·û)w′ per cell, and therefore

|V| → |Λ| / √M_c, with Λ = dω′²/du.

A zincblende crystal with pair forces shows where S comes from. A bond of length L and direction n has the energy Ks²/2 + Gs³/6, where s is its stretch. If Δ is the difference of its end displacements,

s = n·Δ + [|Δ|² − (n·Δ)²]/(2L) + …

The cubic energy of the bond is then

G(n·Δ)³/6 + K(n·Δ)[|Δ|² − (n·Δ)²]/(2L).

The coefficient of Δ_xΔ_yΔ_z is t = (G − 3K/L)n_xn_yn_z: the product (n·Δ)³ contains that term six times, and |Δ|²(n·Δ) does not contain it.

With Δ = u_j − u_i, each cubic product contains on-site terms, u_j³ − u_i³ in shorthand, and mixed terms. Suppose that the mixed terms of a distant shell are cut, while the on-site constants of the full crystal are kept. What remains of that shell is an anchoring energy

±T u_xu_yu_z on each atom, with T = Σ t over the shell,

plus on the second sublattice and minus on the first. Tetrahedral symmetry cancels the other components. For a purely rigid shift the two signs cancel. Once the atoms are also displaced by another phonon, however, the shift changes the energy of that phonon, which the sum rule forbids.

For the wave used below, û = (1,−1,0)/√2. Differentiating the anchoring energy along û and taking its expectation in the phonon pattern gives

Λ = √2 T Re{[(w_y − w_x)* w_z]₂ − [(w_y − w_x)* w_z]₁}.

The subscripts name the sublattices. The result is a difference between their motions.

**When symmetry hides the fault**

If the masses and the truncated constants both have inversion symmetry, inversion reverses the shift and the wavevector:

ω²(k; u) = ω²(−k; −u).

Real force constants also give ω²(−k; −u) = ω²(k; −u). Thus ω² is even in u and Λ = 0 for every non-degenerate mode. Same-branch elements then still vanish at least linearly in q, although the sum rule is broken; their coefficient may be wrong. The diamond structure is of this kind.

Zincblende is not. In the present pair model the force constants by themselves are symmetric under exchange of the sublattices, and the unequal masses remove the protection. Elements between different branches are not protected by this argument, but as q → 0 energy conservation confines them to places where two branches nearly touch.

**From the element to the rate**

The displacement operator of each phonon carries a factor √(ħ/2Nω). The six orders of the three phonons cancel the 1/6 in E₃, so the transition amplitude, apart from occupation factors, is

(ħ/2)^(3/2) V / √(Nωω′ω″).

The forward process has the weight nn′(n″+1) and the reverse process (n+1)(n′+1)n″. Their difference is

n(n′ − n″) − n″(n′ + 1).

The factor multiplying n gives the relaxation rate. The golden rule contributes 2π/ħ, the squared amplitude ħ³/8, and the conversion from an energy to a frequency delta function 1/ħ. Hence

Γ = (πħ/4N) Σ |V|² (n′ − n″) δ(ω + ω′ − ω″) / (ωω′ω″).

Take k and k+q on the same branch, with k much larger than q, and let ω = cq. Three factors depend on q:

ω″ − ω′ ≈ q v·q̂, so the delta function becomes δ(v·q̂ − c)/q;

n′ − n″ ≈ cq(−∂n/∂ω′);

1/ω = 1/(cq).

Here v is the group velocity of the phonon k. The last two factors cancel in q, leaving

Γ ≈ (1/q)(πħ/4N) Σ |V|² (−∂n/∂ω′) δ(v·q̂ − c) / ω′².

Resonant phonons travel with the wave: their velocity component along q̂ equals c. They must exist for this channel to be open. Inserting the two limits of V gives

sum rule obeyed: Γ = Bq;
sum rule broken, Λ ≠ 0: Γ → A/q,

with

A = (πħ/4N M_c) Σ Λ² (−∂n/∂ω′) δ(v·q̂ − c) / ω′².

B is the same expression with dω′²/dη in place of Λ. The ratio of the faulty rate to the correct one therefore grows as 1/q² at small q.

The sum for A does not diverge at small k. There 1/ω′² and −∂n/∂ω′ together grow as 1/k⁴, but Λ falls as k². The sublattices of an acoustic mode move together at leading order, and their relative motion at order k is a quarter period out of phase, so it drops out of the real part in Λ.

**Why the false part adds at small q**

One might expect the false term to interfere with the true one and perhaps reduce the scattering. Evaluate V between k − q/2 and k + q/2. Reversing q exchanges initial and final phonon and turns V into its complex conjugate, because the displacement field is real. The real part is thus even in q and the imaginary part odd:

M_c|V|² = Λ² + Cq² + …

There is no term linear in q. C can have either sign, since it contains the product of Λ with the real second-order part. The fault is therefore certain to raise the rate only at small q; at larger q the sign of the error is not fixed.

**A worked crystal**

Take masses of 115 and 31 u, a lattice constant of 0.587 nm and a temperature of 300 K. The first three shells have K = 80, 7 and 0.5 N/m, with G = −10K/L. The wave is the slow transverse mode along [110], with c = 1.733 km/s. Three sets of cubic constants are compared while the harmonic crystal is held fixed: the full set; a "rebuilt" set, in which the third shell is removed together with its on-site terms; and a "faulty" set, in which those on-site terms stay.

Each third-shell bond has G − 3K/L = −13K/L and n_xn_yn_z = −3/11^(3/2) = −0.0822. With twelve bonds and L = 0.4867 nm,

T = 12 × 13 × 0.0822 × (0.5 N/m)/(0.4867 nm) ≈ 13.2 GPa = 0.082 eV/Å³.

The corresponding first-shell constant is 19.7 eV/Å³ in magnitude. The false constant is 0.4% of it.

For a sample phonon at 2.54 THz, diagonalizing the rigidly shifted crystal gives |Λ| = 2.123 ps⁻²/nm, and the faulty element at small q gives the same number. Straining the full crystal, with the phase from cell to cell held fixed, gives |dω′²/dη| = 4.00 ps⁻², again equal to the value from the element. Holding the Cartesian wavevector fixed instead would give about 105 ps⁻², because it adds the dispersion of the phonon to the effect of the strain. At q = 0.01 nm⁻¹ the full element, multiplied by √M_c, is 0.040 ps⁻²/nm and the faulty one 2.125. The squares differ by a factor of about 2800.

This phonon couples weakly to the strain, so the missing shell matters much for it: the rebuilt element is 0.114, nearly three times the full one, though still linear in q. When q doubles from 0.02 to 0.04 nm⁻¹, the excess of the faulty |V|² over its limit grows by a factor of 4.00, as the absence of a linear term requires.

The rates sum over the whole zone, with the velocity condition smeared by 0.2 km/s. In that sum n″ is taken at the energy-conserving frequency ω′ + ω. Between q = 0.001 and 0.002 nm⁻¹ the full and rebuilt rates follow the power 1.000 and the faulty rate −0.997. With both masses set to 73 u, the faulty rate returns to the power 1.000 and is 1.16 times the full one: the sum rule is still broken, but inversion protects the limit.

The two coefficients are

A = 0.00124 ns⁻¹ nm⁻¹, B = 0.770 nm/ns.

A computed from rigid-shift slopes and group velocities agrees with the faulty rate itself. Equating A/q with Bq gives the crossover

q* = √(A/B) = √(0.00124/0.770) nm⁻¹ = 0.040 nm⁻¹,

a wavelength of 157 nm. Other zone grids and narrower smearing move A by up to 13%. B is not converged in the smearing: on a finer grid it falls steadily from 0.80 nm/ns at 0.2 km/s to 0.70 at 0.05 km/s and about 0.60 at 0.0125 km/s, while q* rises from 0.040 to 0.042 and about 0.045 nm⁻¹ (a wavelength near 140 nm). The full and rebuilt rates below may therefore be too high by a quarter or more at small q. At 1 nm⁻¹ they are not converged: halving the smearing lowers them by 10–12%, and halving it again by a further 5–10%, depending on the grid. The ratio of the faulty to the full rate there is steadier, between 1.14 and 1.17. The same-branch rates, in ns⁻¹, are:

q = 0.01 nm⁻¹: full 0.0077, rebuilt 0.0089, faulty 0.1325
q = 0.05 nm⁻¹: full 0.0384, rebuilt 0.0442, faulty 0.0688
q = 0.10 nm⁻¹: full 0.0768, rebuilt 0.0884, faulty 0.1003
q = 1.00 nm⁻¹: full 0.678, rebuilt 0.789, faulty 0.784

At 0.01 nm⁻¹ the faulty rate is about 17 times too large at this smearing; because B falls as the smearing narrows, the factor rises to about 19 at 0.05 km/s and about 21 at 0.0125 km/s. The rebuilt rate plus A/q describes the small-q entries well: at 0.05 nm⁻¹ it is 0.0442 + 0.0248 = 0.0690, against 0.0688. At 1 nm⁻¹ the faulty rate lies slightly below the rebuilt one. The remaining excess of 16% over the full rate is thus the price of losing the shell, and the rebuilt set pays it too. Restoring the sum rule cures the wrong power of q; it does not restore the discarded physics.

Processes between different branches are not included in these figures. At q = 1 nm⁻¹ they give 1.60 ns⁻¹ in the full model and 1.88 in the faulty one, more than the same-branch part, with a similar excess of 17%. Other grids and smearings move both values by up to about 10% but leave the excess nearly unchanged. At small q the zone grid cannot resolve the thin regions in which they occur. The factor of 17 therefore applies to same-branch scattering, not to a computed total.

**What this does to heat conduction**

Let Γ contain same-branch scattering alone. With an isotropic weight, one speed and classical heat capacity, the heat carried by this branch would then be proportional to ∫q²dq/Γ. With the tabulated rates interpolated between 0.01 and 0.1 nm⁻¹, the faulty set gives 0.60 of the full integral and the rebuilt set 0.87. The false anchoring alone thus costs a factor 0.60/0.87 = 0.69 in this integral; scattering between branches, left out here, would change the factor. This can be compared with a two-term law: Γ = B′q + A/q for the faulty set and B′q for the rebuilt one, with B′ = 0.0884/0.1 = 0.884 nm/ns. With a = A/B′ and the limits q₁ and q₂, the ratio of the integrals is 1 − a ln[(q₂² + a)/(q₁² + a)]/(q₂² − q₁²) = 0.71. The interpolation joins its few rates by power laws, which lie above a sum of two powers and so overestimate Γ somewhat. This makes 0.60 and 0.69 slightly low: rates computed directly at the integration points, on the same zone grid, give 0.62 and 0.72. Narrower smearing lowers the factor again: the two-term ratio falls from 0.71 to 0.69 at 0.05 km/s and to about 0.67 at 0.0125 km/s.

Up to 1 nm⁻¹ the two ratios are 0.857 and 0.860, and the fault is nearly invisible. With Γ = Bq the integrand grows as q, so the upper end dominates. A conductivity that looks converged can therefore hide long-wave rates that are wrong by an order of magnitude.

**Beside a real crystal**

The masses and lattice constant are roughly those of indium phosphide. There neither the masses nor the force constants have the inversion symmetry that would protect the limit; the model includes only the difference in mass. The springs are round numbers of a plausible size, not a fit, and T depends directly on the assumed third shell. The rates are those of the model.

Boundaries can hide the error. In a sample of 1 µm they scatter this wave at about c/(1 µm) = 1.73 ns⁻¹. At q = 0.01 nm⁻¹ the sum with the same-branch rate is 1.74 ns⁻¹ in the full model and 1.87 in the faulty one, a difference of 7%. The false rate equals the boundary rate only when the sample reaches about 1.73/0.1325 = 13 µm.

The golden rule also needs the wave frequency to exceed the linewidth of the phonons it scatters from. Three acoustic phonons sampled at one wavevector have a mean width of 0.0098 ps⁻¹, which equals cq at 0.0056 nm⁻¹. By this rough estimate the entry at 0.01 nm⁻¹ is marginal, while q* lies about seven times above the limit. The resonant phonons that make up A may have other widths, so the limit itself is uncertain. At smaller q, A/q is what the formula returns, not a prediction of damping.

Two further omissions affect the absolute rates. The thermal displacement is about 10 pm along each axis, and ten times its ratio to the bond length is 0.4. Neighbours move partly together, so the nearest-neighbour bond stretches by only about 7 pm, which lowers this crude measure of anharmonicity to 0.27. Higher orders therefore cannot simply be assumed negligible. Polar forces, with a rough effective charge of 2.5 e and dielectric constant of 9.6, would raise the longitudinal optical frequency near the zone centre from 8.2 to about 9.6 THz. Their long range also falls outside the expansion in q used here, so they need separate treatment before any cutoff is applied. The numerical output below gives the remaining values.

Table of computed values

```
lattice constant 0.587 nm; masses 115.0, 31.0 u; T 300.0 K
springs, shells 1,2,3 (N/m): 80.0 7.0 0.5 ; -G*length/K: 10.0
bond length 0.2542 nm; third-shell distance 0.4867 nm
slow transverse speed along [110]: 1.733 km/s
false on-site constant |T_xyz|: 0.0823 eV/A^3
first-shell on-site constant: 19.659 eV/A^3
energy-derivative test: numeric -673.862, formula -673.863 u^-1/2 nm^-1 ps^-2
sample mode k (1/nm): 3.1 1.7 0.8 ; third branch
sample frequency 2.544 THz
strain slope |d(w^2)/d(eta)|: 4.00 ps^-2; from element/q: 4.00
rigid-shift slope |d(w^2)/du|: 2.123 ps^-2/nm; from faulty element: 2.123
|V|*sqrt(cell mass), ps^-2/nm: q(1/nm), full, rebuilt, faulty
  0.001     0.0040     0.0114     2.1225
  0.010     0.0400     0.1138     2.1247
  0.100     0.4032     1.1385     2.3275
added |V|^2 on doubling q: factor 4.001
golden-rule test survival: 0.1354; exponential 0.1353
rate exponents 0.001-0.002/nm: full, rebuilt, faulty: 1.000 1.000 -0.997
equal masses 73.0 u: faulty exponent 1.000; faulty/full rate 1.157
A from rigid shifts 0.00124, from rate 0.00124 (1/ns)(1/nm)
mean v/c in the smeared window (off-shell factor): 0.9447
B = full rate/q: 0.7696 nm/ns
crossover q* = 0.0401 1/nm; wavelength 156.8 nm
same-branch rates, 1/ns: q(1/nm), f(THz), full, rebuilt, faulty, faulty/full
  0.01  0.00276     0.0077     0.0089     0.1325    17.214
  0.02  0.00552     0.0154     0.0177     0.0795     5.168
  0.05  0.01379     0.0384     0.0442     0.0688     1.790
  0.10  0.02758     0.0768     0.0884     0.1003     1.307
  0.20  0.05516     0.1504     0.1736     0.1789     1.189
  0.50  0.13784     0.3584     0.4171     0.4169     1.163
  1.00  0.27515     0.6781     0.7888     0.7837     1.156
inter-branch and decay rates, 1/ns: q, full inter, decay; faulty inter, decay
  0.50 0.6177 0.0000 0.7205 0.0000
  1.00 1.5976 0.0000 1.8755 0.0000
other grid and smearing at q=0.1: change of full, faulty: 0.4% -1.6%
heat integral q=0.01-0.1/nm: faulty/full 0.603, rebuilt/full 0.869
heat integral q=0.01-1.0/nm: faulty/full 0.857, rebuilt/full 0.860
thermal linewidth sample 0.0098 1/ps; slow-wave q at equal frequency 0.0056 1/nm
boundary rate speed/(1 um): 1.733 1/ns
rms displacement per axis: 10.31, 10.46 pm; 10*rms/bond: 0.406, 0.412
rough polar inputs: charge 2.5 e, dielectric constant 9.6
optical frequency 8.24 THz; with polar term 9.55 THz
```
